# Screening and the linear temperature dependence of resistivity in two dimensions, part 2

The problem is the low-temperature resistivity \(\rho(T)\) of a two-dimensional electron gas at fixed density \(n\). Random static impurities, of areal density \(n_i\) and bare potential \(U(q)\), are screened in the random-phase approximation (RPA) and scatter in the Born approximation. SI units are used, the electron charge is \(-e\), the medium has dielectric constant \(\kappa\), and \(\varepsilon_k=\hbar^2k^2/2m\). Spin and \(g_v\) valleys give \(g=2g_v\) and the density of states

\[ \nu=\frac{gm}{2\pi\hbar^2}. \tag{1} \]

Here \(n=\nu E_F=gk_F^2/4\pi\), \(k_BT_F=E_F\) and \(t=T/T_F\). The Fermi function \(f\) has \(-\partial f/\partial\varepsilon=\mathcal K(\eta)/k_BT\), with \(\eta=(\varepsilon-\mu)/k_BT\), \(\mathcal K(\eta)=e^\eta/(e^\eta+1)^2\) and

\[ \mu=k_BT\ln\!\left(e^{1/t}-1\right)=E_F+k_BT\ln\!\left(1-e^{-1/t}\right). \tag{3} \]

A weak potential \(V\) changes the density matrix between eigenstates \(a,b\) and gives the polarisability \(\Pi=\nu P\):

\[ \delta\rho_{ab}=V_{ab}\oint\frac{dz}{2\pi i}\frac{f(z)}{(z-\varepsilon_a)(z-\varepsilon_b)}=V_{ab}\,\frac{f(\varepsilon_a)-f(\varepsilon_b)}{\varepsilon_a-\varepsilon_b}. \tag{4} \]

\[ \Pi(q,T)=g\int\frac{d^2k}{(2\pi)^2}\,\frac{f(\varepsilon_{\mathbf k})-f(\varepsilon_{\mathbf k+\mathbf q})}{\varepsilon_{\mathbf k+\mathbf q}-\varepsilon_{\mathbf k}}. \tag{5} \]

With \(E_q=\hbar^2q^2/8m\) and \((x)_+=\max(x,0)\),

\[ P(q,T)=\int_0^1dx\;f\!\left(E_q(1-x^2)\right). \tag{9} \]

At \(T=0\) and chemical potential \(\mu'\) this is

\[ P_0(q;\mu')=1-\sqrt{(1-\mu'/E_q)_+}\qquad(\mu'>0), \tag{10} \]

and at finite temperature

\[ P(q,T)=\int_0^\infty\frac{d\mu'}{k_BT}\,\mathcal K\!\left(\frac{\mu'-\mu}{k_BT}\right)P_0(q;\mu'). \tag{12} \]

Near \(q=2k_F\), with \(z=(E_q-\mu)/k_BT\), the deficit \(D=1-P\) is

\[ D=\sqrt{\frac{k_BT}{E_q}}\;G(z),\qquad G(z)=\int_0^\infty\frac{d\xi}{e^{\xi^2-z}+1}. \tag{14} \]

At \(q=2k_F\), \(D=0.5361\sqrt t\). The interaction at vertical separation \(d\) and the dielectric function are

\[ v(q,d)=\frac{e^2}{2\epsilon_0\kappa\,q}\,e^{-qd}. \tag{16} \]

\[ \epsilon(q,T)=1+\frac{q_s}{q}\,P(q,T),\qquad q_s=\frac{e^2\nu}{2\epsilon_0\kappa}=\frac{g\,me^2}{4\pi\epsilon_0\kappa\hbar^2}=\frac{g}{a_B}=g_v\,\frac{2}{a_B}. \tag{17} \]

With \(r_s=1/(a_B\sqrt{\pi n})\),

\[ x_s=\frac{q_s}{2k_F}=\frac{g^{3/2}}{4}\,r_s,\qquad \gamma=\frac{q_s}{q_s+2k_F}=\frac{x_s}{1+x_s}. \tag{18} \]

With \(W=|U/\epsilon|^2\) and scattering angle \(\theta\), the transport rate and conductivity are

\[ \frac{1}{\tau(\varepsilon,T)}=\frac{n_im}{\pi\hbar^3}\,R(\varepsilon,T),\qquad R=\int_0^\pi d\theta\,(1-\cos\theta)\,W\!\left(2k\sin\tfrac\theta2,\,T\right). \tag{20} \]

\[ \sigma(T)=\frac{e^2\nu}{m}\,\langle\varepsilon\,\tau(\varepsilon,T)\rangle,\qquad\langle F\rangle=\int d\eta\,\mathcal K(\eta)\,F(\mu+k_BT\eta). \tag{21} \]

Let \(W_0\) be \(W\) at \(P=1\) (Thomas–Fermi screening), \(R_0\) the integral \(R\) with \(W_0\), \(\delta R=R-R_0\), \(I_0=R_0(E_F)\), \(W_b=W_0(2k_F)\), \(1/\tau_0=n_imI_0/\pi\hbar^3\) and, from here on, \(F=\varepsilon I_0/(E_FR_0)\). Then

\[ \frac{\rho(T)}{\rho(0)}=\left\langle\frac{\varepsilon}{E_F}\,\frac{I_0}{R(\varepsilon,T)}\right\rangle^{-1}. \tag{22} \]

\[ \langle F\rangle=1+\frac{\pi^2}{6}\,t^2E_F^2F''(E_F)+O(t^4). \tag{23} \]

\[ \frac{\rho(T)}{\rho(0)}=1+\frac{\langle\delta R\rangle}{I_0}+O(t^2). \tag{24} \]

With \(\gamma_q=q_s/(q+q_s)\), \(y=\sin^2(\theta/2)\) and \(E_q=\varepsilon y\),

\[ W=W_0\,(1-\gamma_qD)^{-2}=W_0\left[1+2\gamma_qD+3\gamma_q^2D^2+4\gamma_q^3D^3+\dots\right]. \tag{25} \]

\[ (1-\cos\theta)\,d\theta=\frac{2\sqrt y\,dy}{\sqrt{1-y}}. \tag{26} \]

### The linear term

The term of (25) linear in \(D\) can be evaluated with (12), since \(D\) is the same thermal average of sharp deficits \(D_0=1-P_0\); negative \(\mu'\) has weight \(e^{-1/t}\) and is ignored. Consider one sharp kink at \(\mu'\) and an electron of energy \(\varepsilon\). With \(a=\mu'/\varepsilon\), (10) gives \(D_0=\sqrt{(y-a)_+}/\sqrt y\). It vanishes identically for \(\varepsilon<\mu'\), since such an electron cannot transfer a momentum beyond the kink. For \(\varepsilon>\mu'\), the factor \(\sqrt y\) cancels against (26). The substitution \(y=a+(1-a)\sin^2\alpha\) gives \(\sqrt{y-a}=\sqrt{1-a}\sin\alpha\), \(\sqrt{1-y}=\sqrt{1-a}\cos\alpha\) and \(dy=2(1-a)\sin\alpha\cos\alpha\,d\alpha\), so

\[ \int_0^\pi d\theta\,(1-\cos\theta)\,D_0=2\int_a^1dy\sqrt{\frac{y-a}{1-y}}=4(1-a)\int_0^{\pi/2}\sin^2\alpha\,d\alpha=\pi\,(1-a). \tag{27} \]

The square root of Stern's kink and the inverse square root of the measure combine into a linear function of the excess energy. With a measure regular at \(y=1\), the same kink would give \((1-a)^{3/2}\), so both singularities are needed for the first power.

The prefactor \(2\gamma_qW_0(q)\) is smooth. Over the range \(a<y<1\), and for \(\varepsilon-E_F=O(k_BT)\), it differs from \(2\gamma W_b\) by a relative amount \(O(t)\). Likewise \(1-a=(\varepsilon-\mu')/\varepsilon\) equals \((\varepsilon-\mu')/E_F\) up to a relative \(O(t)\). For one sharp kink, then,

\[ \delta R^{(1)}(\varepsilon;\mu')=2\pi\gamma W_b\,\frac{(\varepsilon-\mu')_+}{E_F}+O(t^2). \tag{28} \]

The rate as a function of energy has a corner at \(\varepsilon=\mu'\). A corner is not removed by a symmetric thermal average, since the contribution from one side has nothing to cancel against.

Two averages remain, over the kink position \(\mu'\) by (12) and over the carrier energy \(\varepsilon\) by (21). Let \(\eta=(\varepsilon-\mu)/k_BT\) and \(\eta'=(\mu'-\mu)/k_BT\). The first average is \(S(\eta)=\int_{-\infty}^{\eta}d\eta'\,\mathcal K(\eta')(\eta-\eta')\). Its derivative is \(S'=\int_{-\infty}^\eta\mathcal K\,d\eta'=1/(1+e^{-\eta})\), and \(S(-\infty)=0\), so

\[ S(\eta)=\ln(1+e^{\eta}),\qquad \delta R^{(1)}(\varepsilon,T)=2\pi\gamma W_b\,t\,\ln(1+e^{\eta}). \tag{29} \]

This confirms that \(\delta R/I_0=O(t)\) in the thermal window, as (24) assumed, and its linear growth at large \(\eta\) leaves all averages against \(\mathcal K\) convergent. For the second average set \(u=1/(1+e^{-\eta})\). Then \(du=\mathcal K\,d\eta\) and \(1+e^\eta=1/(1-u)\), so

\[ \langle S\rangle=-\int_0^1\ln(1-u)\,du=1. \tag{30} \]

Inserting (29) and (30) into (24) gives the linear law

\[ \frac{\rho(T)-\rho(0)}{\rho(0)}=C_1\,\frac{T}{T_F}+\dots,\qquad C_1=\frac{2\pi\gamma\,W_b}{I_0}. \tag{31} \]

Both averages enter the coefficient. If the screening is taken at temperature \(T\) but the rate is evaluated only at \(\varepsilon=\mu\), the factor \(\langle S\rangle=1\) is replaced by \(S(0)=\ln2\). If the kink is left sharp at \(\mu'=\mu\) and only the carrier energy is averaged, the factor is \(\int_0^\infty\eta\,\mathcal K(\eta)\,d\eta\), which equals \(S(0)\) because \(\mathcal K\) is even. Either truncation yields \(0.693\,C_1\). What matters is the difference \(\varepsilon-\mu'\) of two independently distributed energies, and it is more widely spread than either.

### The term in \(t^{3/2}\) and the remainder

The higher terms of (25) are not linear in \(D\), so the scaling form (14) is used in place of (12). Put \(y=1-v\). Then \(z=(\varepsilon-\varepsilon v-\mu)/k_BT=\eta-w\) with \(w=\varepsilon v/k_BT\), and \(v=tw\) up to a relative \(O(t)\). To the same accuracy \(D=\sqrt t\,G(\eta-w)\), and the measure (26) is \(2\,dv/\sqrt v=2\sqrt t\,w^{-1/2}dw\). The upper limit of \(w\), of order \(1/t\), goes to infinity because \(G\) decays exponentially at negative argument. The term with \(D^j\) therefore scales as \(t^{(j+1)/2}\): \(j=1\) is the linear term, \(j=2\) gives \(t^{3/2}\), and \(j=3\) joins the \(O(t^2)\) remainder. For \(j=2\),

\[ \langle\delta R^{(2)}\rangle=6\gamma^2W_b\,t^{3/2}J,\qquad J=\int d\eta\,\mathcal K(\eta)\int_0^\infty\frac{dw}{\sqrt w}\,G^2(\eta-w), \tag{32} \]

where \(6=3\times2\) comes from (25) and the measure. Change the variable \(\eta\) to \(z=\eta-w\) and do the \(w\) integral first with \(w=\xi^2\): \(\int_0^\infty w^{-1/2}\mathcal K(z+w)\,dw=2\int_0^\infty\mathcal K(z+\xi^2)\,d\xi\). Differentiating (14) under the integral gives \(G'(\zeta)=\int_0^\infty\mathcal K(\xi^2-\zeta)\,d\xi\), so the inner integral is \(2G'(-z)\) and

\[ J=2\int_{-\infty}^{\infty}dz\,G^2(z)\,G'(-z)=1.3854. \tag{33} \]

The integrand falls exponentially at both ends, through \(G^2\) for negative \(z\) and through \(G'(-z)\) for positive \(z\). The number comes from Gauss–Legendre quadrature in \(z\) and \(\xi\). Collecting terms, in the RPA-screened Born–Boltzmann model at \(t\ll1\),

\[ \frac{\rho(T)}{\rho(0)}=1+C_1t+C_{3/2}\,t^{3/2}+O(t^2),\qquad C_{3/2}=\frac{6J\gamma^2W_b}{I_0}=\frac{3J\gamma}{\pi}\,C_1. \tag{34} \]

The \(O(t^2)\) remainder collects the Sommerfeld term (23), the variation of the smooth prefactors in (28), the cross terms dropped in (24) and the \(D^3\) term. The series runs in powers of \(\sqrt t\). Since \(3J/\pi=1.323\), the second term is \(1.323\,\gamma\sqrt t\) times the first, and the pure linear law is accurate only when this product is small.

### Dependence on the scatterer

The coefficient \(C_1\) is not universal. It is proportional to \(\gamma\), which measures how much of the potential at \(2k_F\) is screened away, and to \(W_b/I_0\), the weight of backscattering in the transport rate. With \(s=\sin(\theta/2)\) and \(q=2k_Fs\), the measure is \(4s^2ds/\sqrt{1-s^2}\).

For unit charges at distance \(d\) from the plane, (16) and (17) give \(W_0=(e^2/2\epsilon_0\kappa)^2e^{-2qd}/(q+q_s)^2\), and

\[ \frac{I_0}{W_b}=\int_0^1\frac{4s^2\,ds}{\sqrt{1-s^2}}\left(\frac{1+x_s}{s+x_s}\right)^2e^{4k_Fd(1-s)}. \tag{35} \]

At \(d=0\) the ratio \((1+x_s)/(s+x_s)\) decreases with \(x_s\), since its derivative has the sign of \(s-1\). For \(x_s\to\infty\) it tends to one and \(I_0/W_b=4\int_0^{\pi/2}\sin^2\alpha\,d\alpha=\pi\). For \(x_s\to0\) it tends to \(1/s\) and \(I_0/W_b=4\cdot\pi/2=2\pi\). In-plane charges thus have \(\gamma<C_1<2\gamma\), with \(C_1\to2\) and \(C_{3/2}\to6J/\pi=2.646\) in the strong-screening limit and \(C_1\to\gamma\to0\) in the weak-screening limit.

For a short-range bare potential, \(U\) is constant and \(W_0=U^2q^2/(q+q_s)^2\), which puts an extra factor \(s^2\) into (35) at \(d=0\). The limits are \(4\int_0^{\pi/2}\sin^4\alpha\,d\alpha=3\pi/4\) for \(x_s\to\infty\) and \(\pi\) for \(x_s\to0\), so \(2\gamma<C_1<8\gamma/3\). Screening suppresses small-angle scattering here and raises the share of backscattering.

For remote charges, \(W_b\) carries the factor \(e^{-4k_Fd}\), but \(I_0\) falls with \(d\) as well, and only the ratio counts. When \(k_Fd\gg1\) and \(q_sd\gg1\), the integral (35) is dominated by \(s\lesssim1/k_Fd\), where \(\sqrt{1-s^2}\to1\) and \((1+x_s)/(s+x_s)\to1/\gamma\). With \(\int_0^\infty4s^2e^{-4k_Fds}ds=8/(4k_Fd)^3\) one finds \(I_0/W_b\simeq e^{4k_Fd}/[8\gamma^2(k_Fd)^3]\) and

\[ C_1\simeq16\pi\gamma^3(k_Fd)^3e^{-4k_Fd}. \tag{36} \]

The linear term is exponentially suppressed in this limit, and the \(O(t^2)\) terms, which include (23) and do not all carry the factor \(W_b\), take over above a correspondingly low temperature.

### Conditions and failures

The expansion needs \(t\ll1\). It also needs the kink to be sharp on the scale \(k_BT\). Suppose some mechanism other than temperature spreads the kink position \(\mu'\) smoothly over a width \(\Gamma\gg k_BT\). The corner \((\varepsilon-\mu')_+\) in (28) becomes a smooth function of \(\varepsilon-\mu'\) with curvature of order \(1/\Gamma\), and both thermal averages then act as in (23), giving \(\delta\rho/\rho\sim C_1(k_BT)^2/(\Gamma E_F)\). A definite case is screening frozen at a temperature \(t_0\gg t\). By (29) the relative rate correction is \(C_1t_0\ln(1+e^{\eta_0})\) with \(\eta_0=(\varepsilon-\mu)/k_BT_0\). Its second derivative at \(\varepsilon=\mu\) is \(C_1\mathcal K(0)/(t_0E_F^2)=C_1/(4t_0E_F^2)\), so that \(\delta\rho/\rho\simeq(\pi^2/24)\,C_1t^2/t_0\) to leading order in small \(t_0\). The natural source of such a width is the finite lifetime of the plane-wave states, which (5) ignores. On the uncertainty estimate \(\Gamma\sim\hbar/\tau_q\), with \(\tau_q\) the total scattering time obtained from (20) without the factor \(1-\cos\theta\), the linear law requires

\[ \hbar/\tau_q\ll k_BT\ll E_F. \tag{37} \]

For nearly isotropic scattering \(\tau_q\) is close to \(\tau_0\), because \(\cos\theta\) averages to zero against a constant \(W\). For remote impurities the factor \(1-\cos\theta\) is small over the dominant angles, \(\tau_q\) is shorter than \(\tau_0\), and the lower condition is more severe.

A finite layer thickness multiplies (16) by a smooth form factor. This changes \(\gamma\), \(W_b\) and \(I_0\) but not the structure of (31). A spin or valley splitting separates the kinks of the different species, and (31) with the full \(g\) applies only while the splitting is small compared with \(k_BT\). Phonon scattering is not included.

The Born approximation requires a weak screened potential. Its \(s\)-wave phase shift is of order \((m/2\hbar^2)\,|U/\epsilon|\). For a unit charge in the plane \(|U/\epsilon|=\gamma_q/\nu\) and \(m/2\hbar^2=\pi\nu/g\), so the phase is about \(\pi\gamma/g\). This is small only at weak screening or large \(g\), or, with the factor \(e^{-qd}\), for remote charges. Otherwise (20), \(\tau_0\) and \(C_1\) are properties of the Born model, and the true rate depends on the sign of the impurity charge.

The sign and size of \(C_1\) belong to the RPA, which keeps only the Hartree potential of the density induced around the impurity. All \(g\) species contribute to that density, and this is the factor \(g\) in \(q_s\). The exchange potential is built from the perturbed density matrix (4) of the electron's own species only, enters with the opposite sign and has no factor \(g\). It involves the same pairs of states at opposite ends of the Fermi circle, so it is expected to produce a linear term of its own, opposite in sign. That term is outside the present model and is not derived here. Equation (31) is therefore the Hartree part of the linear coefficient. A rough estimate, not a derivation, compares the two through the statically screened interaction, for which \(\nu v/\epsilon=q_s/(q+q_s)\le1\) at \(q\le2k_F\). The Hartree term carries this quantity at \(q=2k_F\), where it is \(\gamma\), while the exchange term carries the single-species density of states \(\nu/g\) and hence a factor of at most \(1/g\). On this estimate the Hartree part dominates when \(g\gamma\) is large and may be outweighed at weak screening.

### Worked example

Take round model parameters: \(m=0.1\,m_e\), \(\kappa=10\), \(g_v=2\), \(n=2\times10^{11}\ \mathrm{cm^{-2}}\), and unit charges in the plane with \(n_i=10^{9}\ \mathrm{cm^{-2}}\).

The Bohr radius is scaled by \(\kappa m_e/m=100\), so \(a_B=5.2918\) nm. One valley contributes \(2/a_B=0.3779\ \mathrm{nm^{-1}}\) and the two together give \(q_s=0.7559\ \mathrm{nm^{-1}}\). For \(g=4\), \(k_F=\sqrt{\pi n}=0.07927\ \mathrm{nm^{-1}}\). Equation (1) gives \(\nu=8.3546\times10^{10}\ \mathrm{cm^{-2}\,meV^{-1}}\), so \(E_F=2\times10^{11}/8.3546\times10^{10}=2.394\) meV and \(T_F=27.78\) K. From (18), \(x_s=0.7559/(2\times0.07927)=4.768\), \(r_s=x_s/2=2.384\) and \(\gamma=4.768/5.768=0.8266\). At this \(r_s\) the RPA is not a controlled approximation. Neither is the Born approximation, since \(\pi\gamma/g=0.65\): a partial-wave solution for the Thomas–Fermi screened potential gives a transport cross-section about 0.3 times the Born value for a repulsive charge and about 2.2 times it for an attractive one. The digits below describe the model and serve to display the structure of the expansion.

Gauss–Legendre quadrature of (35) in the angle gives \(I_0/W_b=3.3229\), a little above the strong-screening value \(\pi\). Then

\[ C_1=\frac{2\pi\times0.8266}{3.3229}=1.563,\qquad C_{3/2}=\frac{6\times1.3854\times0.8266^2}{3.3229}=1.709. \]

For the scattering time, write \(I_0=(e^2/2\epsilon_0\kappa k_F)^2\tilde I_0\), where \(\tilde I_0=3.3229/(2+2\times4.768)^2=0.024969\). From the definition of \(a_B\), \(e^2/2\epsilon_0\kappa=2\pi\hbar^2/ma_B\), so (20) becomes \(1/\tau_0=4\pi n_i(\hbar/m)\,\tilde I_0/(k_Fa_B)^2\). For \(g=4\), one has \(\hbar/m=2E_F/\hbar k_F^2\), \(k_F^2=\pi n\) and \(k_Fa_B=1/r_s\), which gives

\[ \frac{\hbar}{k_B\tau_0}=8\,\frac{n_i}{n}\,r_s^2\,\tilde I_0\,T_F=8\times0.005\times2.384^2\times0.024969\times27.78\ \mathrm K=0.158\ \mathrm K. \]

This corresponds to \(\tau_0=48.4\) ps, a mobility \(e\tau_0/m=8.5\times10^5\ \mathrm{cm^2/Vs}\) and \(\rho(0)=m/ne^2\tau_0=36.6\ \Omega\) per square. The initial slope is \(C_1/T_F=0.0563\ \mathrm{K^{-1}}\), or \(2.06\ \Omega/\mathrm K\). The scattering is nearly isotropic, so \(\tau_0\) may stand for \(\tau_q\) in (37): \(k_BT\tau_0/\hbar\) is 6.3 at 1 K and 12.7 at 2 K, while \(t\) is 0.0360 and 0.0720.

The unexpanded ratio (22) was evaluated with (9), (17), (20) and the exact \(\mu\) of (3), by nested Gauss–Legendre quadrature over \(x\), the angle and the energy. At 1 K the \(t^{3/2}\) term is \(1.709\times0.0360^{3/2}=0.0117\), and at 2 K it is \(1.709\times0.07199^{3/2}=0.0330\).

| \(T\) | \(C_1t\) | two terms | unexpanded \(\delta\rho/\rho\) |
|---|---|---|---|
| 1 K | 0.0563 | 0.0679 | 0.0665 |
| 2 K | 0.1125 | 0.1456 | 0.1398 |

The resistivity is 39.1 Ω at 1 K and 41.8 Ω at 2 K. Relative to the unexpanded \(\delta\rho/\rho\), the linear term alone is 15% low at 1 K and 19% low at 2 K, and the two-term formula is 2% and 4% high. The factor \(1.323\,\gamma\sqrt t\) is 0.21 and 0.29 at these temperatures, which by itself would leave the linear term 17% and 23% below the two-term value; the negative remainder discussed next reduces the shortfall. The screening deficit at \(2k_F\) is already \(0.5361\sqrt{0.0360}=0.102\) at 1 K and 0.144 at 2 K, so the terms of (25) beyond the linear one matter. With (25) cut after \(D\), \(D^2\) and \(D^3\), and no expansion in \(t\), \(\delta\rho/\rho\) at 1 K is 0.0540, 0.0637 and 0.0658, against 0.0665 for the full series. The remainder is negative: \((0.06652-0.06794)/0.0360^2=-1.1\) at 1 K and \((0.13975-0.14555)/0.07199^2=-1.1\) at 2 K. The near equality of the two values does not establish a pure \(t^2\) law: the same quotient is \(-0.69\) at \(t=0.008\) and \(-0.89\) at \(t=0.016\), and it shrinks further to \(-0.40\) at \(t=0.002\) and \(-0.30\) at \(t=0.001\), extrapolating in \(\sqrt t\) to about \(-0.1\) or less in magnitude. The remainder at 1 K and 2 K therefore comes mostly from powers above \(t^2\). The Sommerfeld part (23), with \(F''\) taken by a central finite difference, is \(-0.38\,t^2\), larger in magnitude than the whole \(t^2\) coefficient, so the other \(t^2\) sources listed after (34) are net positive and largely cancel it. Their coefficients and those of the higher powers of \(\sqrt t\) have not been derived here. Because the positive \(t^{3/2}\) term and the negative remainder bend the curve in opposite directions, the unexpanded \(\delta\rho/\rho\) grows by a factor \(0.13975/0.06652=2.10\) between 1 K and 2 K. The curve looks nearly straight, but its mean slope over this interval, \(0.073\ \mathrm{K^{-1}}\), exceeds \(C_1/T_F\) by 30% of the latter.

With the same electron gas and the screening frozen at \(t_0=0.02\), the same quadrature at \(t=5\times10^{-4}\) and \(10^{-3}\), measured from the rate at \(E_F\), gives a logarithmic slope \(\ln(\delta\rho_2/\delta\rho_1)/\ln2=2.00\), the exponent of a rounded kink.

For other scatterers the coefficients follow from the same quadrature of \(I_0/W_b\).

| scatterer | \(x_s\) | \(C_1\) | \(C_{3/2}\) |
|---|---|---|---|
| in-plane charge | 4.768 | 1.563 | 1.709 |
| short-range | 4.768 | 2.130 | 2.329 |
| charge at \(d=5\) nm | 4.768 | 1.153 | 1.261 |
| in-plane charge | 0.5 | 0.502 | 0.221 |

The first three rows share \(\gamma\) and hence the ratio \(C_{3/2}/C_1\). The last has \(\gamma=1/3\), so \(C_1=1.51\gamma\), between the bounds \(\gamma\) and \(2\gamma\). The remote case has \(k_Fd=0.396\) and \(e^{-4k_Fd}=0.205\), yet \(C_1\) drops only to \(1.153/1.563=0.74\) of its in-plane value. Equation (35) accounts for this. The weight \(4s^2/\sqrt{1-s^2}\) is concentrated near \(s=1\), where the factor \(e^{4k_Fd(1-s)}\) is close to one, so at this distance \(I_0\) is still made largely of large-angle scattering and falls almost as fast as \(W_b\). The ratio \(I_0/W_b\) rises only from 3.32 to \(2\pi\times0.8266/1.153=4.50\). The suppression (36) sets in when \(k_Fd\) exceeds unity and small angles take over the transport rate.

Numbers in the example were calculated in double precision.
